# Linearized CCD as CEPA(0), its energy functional and its poles, part 2

Linearized coupled-cluster doubles (LCCD) is compared here with CID and CEPA(0), and its energy functional and divergence are examined. Hartree atomic units and real orthonormal spin orbitals are used. The reference $\Phi_0$ is a single determinant of energy $E_{\rm ref}$, with $i,j,k,l$ occupied, $a,b,c,d$ virtual and $p,q,r,s$ either. The rank of a determinant is the number of its electrons in virtual orbitals. For unique doubles $\mu=(i<j,\ a<b)$, $\tau_\mu=a_a^\dagger a_b^\dagger a_j a_i$, $\Phi_\mu=\tau_\mu\Phi_0$ and $T=\sum_\mu t_\mu\tau_\mu$. Dot products run over unique $\mu$, and

$$b_\mu=\langle\Phi_\mu|H|\Phi_0\rangle,\qquad A_{\mu\nu}=\langle\Phi_\mu|H|\Phi_\nu\rangle-E_{\rm ref}\,\delta_{\mu\nu}. \tag{2}$$

The real symmetric $\mathbf A$ has eigenvalues $\lambda_1\le\lambda_2\le\dots$ and orthonormal eigenvectors $\mathbf u_k$. An eigenvector is called coupled if $w_k=\mathbf u_k\cdot\mathbf b\neq0$.

The correlation energy $E_c$ is measured from $E_{\rm ref}$. CCD, with wave function $e^T\Phi_0$, has $E_c=\mathbf b\cdot\mathbf t$ and solves $\mathbf R=0$, where

$$\mathbf R=\mathbf b+\mathbf{At}+\mathbf Q,\qquad Q_\mu=q_\mu-(\mathbf b\cdot\mathbf t)\,t_\mu , \tag{7}$$

with $q_\mu=\tfrac12\langle\Phi_\mu|HT^2|\Phi_0\rangle$. LCCD drops $\mathbf Q$:

$$\mathbf{At}=-\mathbf b,\qquad E_c=\mathbf b\cdot\mathbf t=-\mathbf b\cdot\mathbf A^{-1}\mathbf b , \tag{8}$$

the last form holding for invertible $\mathbf A$. By section 2, rotations among the occupied orbitals and among the virtual orbitals leave the LCCD energy unchanged. In orbital form the residual $\mathbf r=\mathbf b+\mathbf{At}$ is

$$r_{ij}^{ab}=\langle ab\|ij\rangle+P(ab)\sum_cf_{bc}t_{ij}^{ac}-P(ij)\sum_kf_{kj}t_{ik}^{ab}+\tfrac12\sum_{kl}\langle kl\|ij\rangle t_{kl}^{ab}+\tfrac12\sum_{cd}\langle ab\|cd\rangle t_{ij}^{cd}+P(ij)P(ab)\sum_{kc}\langle kb\|cj\rangle t_{ik}^{ac}, \tag{13}$$

where $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$, $f_{pq}$ is the Fock matrix and $P(ij)x_{ij}=x_{ij}-x_{ji}$.

The four-electron test system is two interacting H$_2$ molecules in 6-31G, with nuclei at $(0,0,0)$, $(0,0,1.4)$, $(4.0,0.3,0.2)$ and $(4.4,1.1,1.5)$ bohr, treated in the full determinant space with $M_S=0$. The H$_2$/cc-pVDZ calculations use a symmetry-adapted RHF reference.

## 4. CID, the CEPA argument and CEPA(0)

CID diagonalizes $H$ in the space of $\Phi_0$ and the $\Phi_\mu$. With the coefficient of $\Phi_0$ fixed at 1 (intermediate normalization), $\Psi=\Phi_0+\sum_\nu t_\nu\Phi_\nu$, the projections of $(H-E_{\rm ref})\Psi=E_c\Psi$ on $\Phi_0$ and $\Phi_\mu$ are

$$\mathbf b\cdot\mathbf t=E_c,\qquad \mathbf b+\mathbf{At}=E_c\,\mathbf t . \tag{15}$$

The coupled electron pair approximations keep the structure of (15) and replace the shift $E_c$ on the right by an excitation-dependent shift $\Delta_\mu$,

$$b_\mu+(\mathbf{At})_\mu=\Delta_\mu t_\mu ,$$

meant to account for the quadruple excitations that CID omits. The meaning of the shift comes from the exact equation. Project the full CI equation on $\Phi_\mu$, drop singles and triples, and take the quadruples as $\tfrac12T^2\Phi_0$. The result is $b_\mu+(\mathbf{At})_\mu+q_\mu=E_ct_\mu$, which is $\mathbf R=0$ of (7).

The quadruples term is $q_\mu=\tfrac12\sum_{\nu\rho}t_\nu t_\rho\langle\Phi_\mu|H\tau_\nu\tau_\rho|\Phi_0\rangle$. Excitation operators commute, being even strings of mutually anticommuting operators. The terms with $\nu=\mu$ and those with $\rho=\mu$ are therefore equal, and together they give $t_\mu\sum_\rho t_\rho\langle\Phi_\mu|H\tau_\rho|\Phi_\mu\rangle$. Let $\rho=(kl,cd)$. If $\rho$ shares any index with $\mu$, including $\rho=\mu$, then $\tau_\rho\tau_\mu$ contains the square of a fermion operator and vanishes. Otherwise $k,l$ are occupied and $c,d$ are empty in $\Phi_\mu$. The only strings of $H$ that return $\tau_\rho\Phi_\mu$ to $\Phi_\mu$ are the four equal orderings of $\tfrac14\langle kl\|cd\rangle a_k^\dagger a_l^\dagger a_da_c$, and

$$a_k^\dagger a_l^\dagger\,(a_da_ca_c^\dagger a_d^\dagger)\,a_la_k\Phi_\mu=a_k^\dagger a_l^\dagger a_la_k\Phi_\mu=\Phi_\mu ,$$

so the matrix element is $\langle kl\|cd\rangle=b_\rho$. The sum over disjoint $\rho$ is the full sum $\mathbf b\cdot\mathbf t=E_c$ minus the sum over those $\rho$ that share an index with $\mu$, written $\rho\sim\mu$. With $q'_\mu$ denoting the terms in which neither $\nu$ nor $\rho$ equals $\mu$,

$$q_\mu=t_\mu\Big(E_c-\sum_{\rho\sim\mu}b_\rho t_\rho\Big)+q'_\mu,\qquad Q_\mu=-t_\mu\sum_{\rho\sim\mu}b_\rho t_\rho+q'_\mu . \tag{16}$$

The quadruples cancel the CI shift $E_ct_\mu$ except for the exclusion-principle-violating (EPV) sum over $\rho\sim\mu$ and the remainder $q'_\mu$. The CEPA family drops $q'_\mu$ and takes $\Delta_\mu$ as an approximation to the EPV sum. Its members differ in which pair energies they put there. CEPA(0) is the member with $\Delta_\mu=0$, that is $\mathbf b+\mathbf{At}=0$, $E_c=\mathbf b\cdot\mathbf t$. This is (8). Dropping the quadratic term $\mathbf Q$ of CCD and dropping the shift of CID produce the same equations, so doubles-only CEPA(0) and LCCD have identical amplitudes and energies for any reference determinant. For the four-electron system above, iterating (13) and solving $\mathbf{At}=-\mathbf b$ in the determinant basis both give $-0.05334933\ E_h$, asserted to $10^{-10}\ E_h$.

Two limits show what $\Delta_\mu=0$ gets right and wrong.

For two electrons every $\rho$ shares the occupied pair with $\mu$, and $T^2\Phi_0=0$ because there are no four electrons to excite. Then $q_\mu=0$, $\mathbf Q=-E_c\mathbf t$, and $\mathbf R=0$ is (15). CCD and CID coincide, the correct shift is the whole $E_c$, and LCCD omits it entirely. The program asserts at every tabulated H$_2$/cc-pVDZ geometry that the CID amplitudes solve the exponential CCD equations to $10^{-9}\ E_h$.

For two non-interacting fragments, $H=H_A+H_B$, choose orbitals localized on the fragments, which section 2 permits, so that $\Phi_0=\Phi_A\Phi_B$ and $E_{\rm ref}=E_{{\rm ref},A}+E_{{\rm ref},B}$. The doubles are of four kinds: a double on $A$ with $B$ unexcited, the reverse, a single on each, and excitations that move electrons between fragments. $H$ conserves the electron number of each fragment, so the last kind decouples from $\Phi_0$ and from the others. Each term of $H$ acts on one fragment and needs unit overlap on the other. A product of singles differs from $\Phi_0$, and from a double on one fragment, in the rank on both fragments, so it decouples as well, and so do the doubles on $A$ from the doubles on $B$. Within the doubles on $A$, the matrix element is $\langle\mu|H_A|\nu\rangle+E_{{\rm ref},B}\delta_{\mu\nu}-E_{\rm ref}\delta_{\mu\nu}=A^{(A)}_{\mu\nu}$. The coupled part of (8) splits into the two fragment problems, and $E_c=E_{c,A}+E_{c,B}$. LCCD is additive. In CID the same blocks are tied together by the common shift $E_c$, which is not the shift of either fragment.

If both fragments have two electrons, $\tfrac12T^2\Phi_0=T_AT_B\Phi_0$. For $\mu$ on $A$, the $H_A$ term of $q_\mu$ needs $\langle\Phi_B|T_B|\Phi_B\rangle=0$, and the $H_B$ term gives $t_\mu E_{c,B}$. Thus $Q_\mu=t_\mu E_{c,B}-(E_{c,A}+E_{c,B})t_\mu=-E_{c,A}t_\mu$. The CCD shift is the fragment's own correlation energy. For $N$ identical separated pairs with energy $\epsilon$ each, the CCD shift is $\epsilon$, LCCD uses 0, and CID uses its total energy, about $N\epsilon$ at leading order in the amplitudes. The error of the LCCD shift does not grow with $N$, and that of CID does. At $N=2$ the two shift errors have about equal size and opposite sign. For H$_2$/6-31G at 1.4 bohr the monomer values are $-0.02523525$ (LCCD) and $-0.02486726\ E_h$ (CID = CCD). For two such molecules 200 bohr apart, LCCD is additive to $2\times10^{-13}\ E_h$, so it lies $2\times(0.02523525-0.02486726)=7.36\times10^{-4}\ E_h$ below twice the monomer CCD value. CID lies $6.92\times10^{-4}\ E_h$ above it. In the interacting dimer the norm of the dropped term at the LCCD solution is $|\mathbf Q|=5.08\times10^{-3}\ E_h$ against $|E_c\mathbf t|=9.92\times10^{-3}\ E_h$, a ratio of 0.51. The value for separated identical pairs is $\tfrac12$; that the interacting, slightly unequal pair is close to it is an observation and not an asserted test.

## 5. The quadratic functional

Take $\Psi(\mathbf t)=\Phi_0+T\Phi_0$ and define the expectation value of $H-E_{\rm ref}$ without dividing by the norm:

$$F[\mathbf t]=\langle\Psi|H-E_{\rm ref}|\Psi\rangle .$$

Four terms arise. The reference–reference term is $E_{\rm ref}-E_{\rm ref}=0$. Each cross term is $\sum_\mu t_\mu\langle\Phi_\mu|H|\Phi_0\rangle=\mathbf b\cdot\mathbf t$, since $\langle\Phi_\mu|\Phi_0\rangle=0$ removes $E_{\rm ref}$. The doubles–doubles term is $\mathbf t\cdot\mathbf{At}$ by (2). So

$$F[\mathbf t]=2\,\mathbf b\cdot\mathbf t+\mathbf t\cdot\mathbf{At}. \tag{17}$$

Differentiating, $\partial F/\partial t_\mu=2b_\mu+\sum_\nu A_{\mu\nu}t_\nu+\sum_\nu t_\nu A_{\nu\mu}$, and the symmetry of $\mathbf A$ gives

$$\nabla F=2(\mathbf b+\mathbf{At})=2\mathbf r . \tag{18}$$

$F$ is stationary exactly at the solutions $\mathbf t^*$ of the LCCD equations. Its value there follows from writing (17) as

$$F[\mathbf t]=\mathbf b\cdot\mathbf t+\mathbf t\cdot\mathbf r(\mathbf t), \tag{19}$$

which gives $F[\mathbf t^*]=\mathbf b\cdot\mathbf t^*=E_c$. Equation (19) is also the way to evaluate $F$ in a code: it costs one dot product once the residual (13) is at hand.

For $\mathbf t=\mathbf t^*+\boldsymbol\delta$, expanding (17) gives $F[\mathbf t^*]+2\boldsymbol\delta\cdot(\mathbf b+\mathbf{At}^*)+\boldsymbol\delta\cdot\mathbf A\boldsymbol\delta$, and the middle term vanishes:

$$F[\mathbf t^*+\boldsymbol\delta]-E_c=\boldsymbol\delta\cdot\mathbf A\boldsymbol\delta,\qquad \mathbf b\cdot(\mathbf t^*+\boldsymbol\delta)-E_c=\mathbf b\cdot\boldsymbol\delta . \tag{20}$$

The functional errs at second order in the amplitude error and the projected energy at first order. With $\boldsymbol\delta=\sum_k\delta_k\mathbf u_k$ the first expression is $\sum_k\lambda_k\delta_k^2$. The stationary point is therefore the unique minimum if all $\lambda_k>0$. If some $\lambda_k<0$ while others are positive it is a saddle, and $F$ is unbounded below along $\mathbf u_k$.

In the four-electron test $F$ was evaluated in the full determinant space and differentiated numerically. At the amplitudes iterated from (13), $F=-0.05334933\ E_h$ and the largest gradient component is $10^{-12}\ E_h$. At the CID amplitudes, (15) and (18) predict $\nabla F=2E_{\rm CID}\mathbf t$. This is asserted, and its largest component is $5.22\times10^{-3}\ E_h$, so the test distinguishes the two solutions. For a displacement of length 0.02 along $\mathbf b$ the errors of $F$ and of $\mathbf b\cdot\mathbf t$ relative to the converged $E_c$ are $8.752\times10^{-4}$ and $6.313\times10^{-3}\ E_h$. For length 0.01 they are $2.188\times10^{-4}$ and $3.157\times10^{-3}\ E_h$. The ratios are 4 and 2.

Stationarity is not a variational bound. The normalized expectation value is $\rho[\mathbf t]=F[\mathbf t]/(1+\mathbf t\cdot\mathbf t)$, since $\langle\Psi|\Psi\rangle=1+\mathbf t\cdot\mathbf t$. It is $\rho$ that is bounded below by the lowest eigenvalue of $H-E_{\rm ref}$ in the CID space, and hence by the lowest full CI eigenvalue. The functional is

$$F=(1+\mathbf t\cdot\mathbf t)\,\rho , \tag{21}$$

and a negative $\rho$ multiplied by a factor above 1 can fall below either bound. The output shows this happening even for weak correlation. In the interacting dimer LCCD, $-0.05334933$, is $6.7\times10^{-4}\ E_h$ below full CI, $-0.05267587$, while CID, $-0.05163271$, is $1.04\times10^{-3}\ E_h$ above it.

The functional also serves as the Lagrangian of the method. Adding the constraints with multipliers $\mathbf z$, $L=\mathbf b\cdot\mathbf t+\mathbf z\cdot(\mathbf b+\mathbf{At})$, stationarity in $\mathbf t$ requires $\mathbf b+\mathbf{Az}=0$ because $\mathbf A$ is symmetric. For invertible $\mathbf A$ this gives $\mathbf z=\mathbf t^*$, and $L$ with $\mathbf z=\mathbf t$ is (19). If $\mathbf b$ and $\mathbf A$ depend on a parameter $x$, then $dE_c/dx=2\mathbf b'\cdot\mathbf t^*+\mathbf t^*\cdot\mathbf A'\mathbf t^*+\nabla F\cdot d\mathbf t^*/dx$, and the last term vanishes. No amplitude-response equations are needed. The primes include the change of the orbitals with $x$, for which $F$ is not stationary, so the orbital response remains.

## 6. Spectral form and the relation to CID

Expanding $\mathbf t=\sum_kc_k\mathbf u_k$ and projecting $\mathbf{At}=-\mathbf b$ on $\mathbf u_k$ gives

$$\lambda_kc_k=-w_k . \tag{22}$$

If no $\lambda_k$ is zero,

$$\mathbf t^*=-\sum_k\frac{w_k}{\lambda_k}\mathbf u_k,\qquad E_c=-\sum_k\frac{w_k^2}{\lambda_k},\qquad|\mathbf t^*|^2=\sum_k\frac{w_k^2}{\lambda_k^2}. \tag{23}$$

The same projection of (15) gives $(\lambda_k-E)c_k=-w_k$. Define

$$f(E)=-\sum_k\frac{w_k^2}{\lambda_k-E},\qquad f'(E)=-\sum_k\frac{w_k^2}{(\lambda_k-E)^2}<0 \tag{24}$$

for $\mathbf b\ne0$. CID solves $E=f(E)$, and LCCD is $f(0)$.

Let $\lambda_c$ be the lowest coupled eigenvalue. On $E<\lambda_c$ the function $g(E)=E-f(E)$ is continuous and increasing, since $g'=1-f'>0$. It tends to $-\infty$ as $E\to-\infty$, where $f\to0$, and to $+\infty$ as $E\to\lambda_c$ from below, where $-f\to+\infty$. It has exactly one root there, called $E_{\rm CID}$, and

$$E_{\rm CID}<\lambda_c .$$

The root is negative. If $\lambda_c\le0$ this follows from the inequality. If $\lambda_c>0$, then $g(0)=\sum_kw_k^2/\lambda_k>0$ and the increasing $g$ crosses zero to the left of 0. CID evaluates $f$ at a point that always stays below the first pole of $f$, whatever the sign of $\lambda_c$. LCCD evaluates $f$ at the fixed point $E=0$, and nothing prevents a pole from moving onto it.

The difference of the two energies has a closed form. With $E=E_{\rm CID}$,

$$f(0)-f(E)=-\sum_kw_k^2\left[\frac1{\lambda_k}-\frac1{\lambda_k-E}\right]=-\sum_kw_k^2\,\frac{-E}{\lambda_k(\lambda_k-E)}=E\sum_k\frac{w_k}{\lambda_k}\,\frac{w_k}{\lambda_k-E}.$$

The sum is the dot product of the two amplitude vectors, so

$$E_{\rm LCCD}=E_{\rm CID}\left(1+\mathbf t_{\rm LCCD}\cdot\mathbf t_{\rm CID}\right). \tag{25}$$

For $\lambda_c>0$ every term of the sum is non-negative and at least one is positive, so $E_{\rm LCCD}<E_{\rm CID}<0$. For weak correlation the relative difference is about $|\mathbf t|^2$. The program asserts the spectral sum in (23), $E_{\rm CID}=f(E_{\rm CID})$, $E_{\rm CID}<\lambda_1$, and, where $\lambda_1>0$, $E_{\rm LCCD}<E_{\rm CID}$ at each tabulated H$_2$ geometry.

The function $f$ also bounds the CID additivity error of section 4. For two identical separated fragments the dimer has $f_d=2f_m$, with $f_m$ the monomer function, so $E_d=2f_m(E_d)$ and $E_m=f_m(E_m)$. Assume $\lambda_c>0$. First, $E_d<E_m$, because $E_m-2f_m(E_m)=-E_m>0$ puts the dimer root to the left of $E_m$. Since $f_m$ decreases, $f_m(E_d)>f_m(E_m)$, so $E_d-2E_m=2[f_m(E_d)-f_m(E_m)]>0$. This inequality says that the interval $[E_d,E_m]$ is shorter than $[E_m,0]$, and by (24) $|f_m'|$ is smaller on the first interval than on the second. Hence $E_d-2E_m<2[f_m(E_m)-f_m(0)]$. The right side is the $7.36\times10^{-4}\ E_h$ found above, an upper bound, and the computed $6.92\times10^{-4}\ E_h$ lies below it.

## 7. The divergence and its condition

A zero eigenvalue of $\mathbf A$ is necessary for a divergence and is not sufficient. If $\lambda_k=0$, equation (22) reads $0=-w_k$.

If $w_k\neq0$ the LCCD equations have no solution. Along the null vector, (17) gives $F[\mathbf t+s\mathbf u_k]=F[\mathbf t]+2sw_k$, because $\mathbf{Au}_k=0$ removes both the cross term and the term in $s^2$. $F$ has a constant slope in that direction and no stationary point. As $\lambda_k$ approaches zero with $w_k$ bounded away from zero, the term $-w_k^2/\lambda_k$ in (23) grows without bound.

If $w_k=0$, then $c_k$ is arbitrary. Solutions exist and the amplitudes are not unique, but $E_c=\sum_kw_kc_k$ does not depend on the free $c_k$. This is the situation for every eigenvector whose spin or spatial symmetry differs from that of $\Phi_0$. For a degenerate zero eigenvalue the criterion is whether $\sum w_k^2$ over the null space vanishes. If $w_k$ and $\lambda_k$ vanish together along a path, the limit of $w_k^2/\lambda_k$ depends on their rates and must be examined separately.

Let $\mathbf A$ and $\mathbf b$ depend smoothly on a parameter $R$, and let a non-degenerate eigenvalue vanish at $R_0$ with $\lambda_1'\neq0$ and $w_1\neq0$. Write $x=R-R_0$, $W=w_1^2$, and expand $\lambda_1=\lambda_1'x+\tfrac12\lambda_1''x^2+\dots$ and $W=W_0+W'x+\dots$. Then

$$-\frac{W}{\lambda_1}=-\frac{W_0+W'x+\dots}{\lambda_1'x}\left(1-\frac{\lambda_1''x}{2\lambda_1'}+\dots\right),$$

and with the other eigenvalues away from zero,

$$E_c(R)=\frac{\mathcal R}{R-R_0}+C+O(x),\qquad\mathcal R=-\frac{W_0}{\lambda_1'},\qquad C=-\frac{W'}{\lambda_1'}+\frac{W_0\lambda_1''}{2\lambda_1'^2}-\sum_{k>1}\frac{w_k^2}{\lambda_k}. \tag{26}$$

The pole is simple. For $\lambda_1'<0$ the residue $\mathcal R$ is positive, so the energy falls to $-\infty$ as $R\to R_0$ from below and returns from $+\infty$ above. If $\lambda_1$ touches zero with $\lambda_1'=0$ and $\lambda_1''\ne0$, the leading term is $-2W_0/(\lambda_1''x^2)$, a double pole with the same sign on both sides.

Near the pole $|\mathbf t^*|\approx|w_1/\lambda_1|$ by (23), so $\Psi$ is dominated by $\mathbf u_1$. Its normalized energy is, from (21), $\rho\approx-(w_1^2/\lambda_1)/(w_1^2/\lambda_1^2)=-\lambda_1\to0$. The state has the energy of the reference, and the divergence of $E_c$ lies entirely in the norm factor. Physically, $\lambda_1=0$ means that a state built from doubles alone is degenerate with $\Phi_0$. Two coupled degenerate states mix with comparable weights and split by about $2|w_1|$. In the two-state limit CID gives $E=\tfrac12\lambda_1-\sqrt{\tfrac14\lambda_1^2+w_1^2}$, the lower root of $E(E-\lambda_1)=w_1^2$, which equals $-|w_1|$ at $\lambda_1=0$. LCCD keeps only the first term, $-w_1^2/\lambda_1$, of the expansion of this root in $w_1/\lambda_1$ for $\lambda_1>0$, an expansion that requires $|w_1|\ll\lambda_1$. For $\lambda_1<0$ the same expression is the leading term of the upper root $\tfrac12\lambda_1+\sqrt{\tfrac14\lambda_1^2+w_1^2}$, so beyond the pole LCCD belongs to the upper of the two states. It approximates that state only once $|w_1|\ll|\lambda_1|$, a condition the example of section 8 does not meet at any tabulated point beyond the pole.

The decoupled case can be produced exactly for two electrons. A state with $M_S=0$ is $\sum_{pq}C_{pq}a_{p\alpha}^\dagger a_{q\beta}^\dagger|{\rm vac}\rangle$ with spatial indices $p,q$, and $S^2=S_-S_+$ on it. $S_+=\sum_ra_{r\alpha}^\dagger a_{r\beta}$ turns $a_{p\alpha}^\dagger a_{q\beta}^\dagger$ into $a_{p\alpha}^\dagger a_{q\alpha}^\dagger$. $S_-=\sum_ra_{r\beta}^\dagger a_{r\alpha}$ flips each electron in turn, giving $a_{p\beta}^\dagger a_{q\alpha}^\dagger+a_{p\alpha}^\dagger a_{q\beta}^\dagger=a_{p\alpha}^\dagger a_{q\beta}^\dagger-a_{q\alpha}^\dagger a_{p\beta}^\dagger$. So $S^2$ maps $\mathbf C$ to $\mathbf C-\mathbf C^{\rm T}$, with eigenvalue 0 for symmetric (singlet) and 2 for antisymmetric (triplet) arrays. Transposition maps doubles (both indices virtual) to doubles. For a closed-shell $\Phi_0$, $S^2\Phi_0=0$, so replacing $H$ by $H+\gamma S^2$ leaves $E_{\rm ref}$ and $\mathbf b$ unchanged and shifts the triplet eigenvalues of $\mathbf A$ by $2\gamma$. Because $H$ commutes with $S^2$, $H\Phi_0$ is a singlet, its doubles block is a symmetric array, and all triplet $w_k$ vanish. For H$_2$/cc-pVDZ at 1.4 bohr the lowest triplet eigenvalue of $\mathbf A$ is $1.22614\ E_h$ and reaches zero at $\gamma=-1.22614/2=-0.61307\ E_h$. With that eigenvalue set to $+10^{-6}$ and to $-10^{-6}\ E_h$, the linear solve returns $E_c=-0.03516110\ E_h$ both times, equal to the unshifted value within the asserted $10^{-9}\ E_h$.

LCCD has been identified with CEPA(0), its energy shown to be the stationary value of a quadratic functional, and its simple pole traced to a coupled eigenvalue of $\mathbf A$ crossing zero with nonzero slope. The worked example of H$_2$ and the consequences for a code remain.
